# Pair-breaking frequency of a niobium line in weak-coupling BCS theory: a numerical check

```python
# Result under test: weak-coupling BCS theory gives the zero-temperature
# pair-breaking frequency f = 2*Delta0/h = exp(-gamma)*kB*Tc/hbar,
# with Delta0 = pi*exp(-gamma)*kB*Tc.
# Symbols: Tc transition temperature, Delta0 gap at T = 0 (half the energy
# needed to break a pair), gamma Euler's constant, xi band energy from the
# Fermi level, E = sqrt(xi^2 + Delta^2) quasiparticle energy.
# Energies are in meV, temperatures in K, frequencies in GHz.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq

MEV = 1e-3 * const.e
KB = const.k / MEV
GHZ_PER_MEV = MEV / const.h / 1e9
TC = 9.2
KTC = KB * TC
GAMMA = np.euler_gamma

# ---- Many-body check: two pairs of states, four fermion modes ----
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode, modes=4):
    result = np.eye(1)
    for j in range(modes):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


up1, down1, up2, down2 = [annihilator(j) for j in range(4)]
xi1, xi2, delta = -0.4, 0.7, 1.0
hamiltonian = np.zeros((16, 16))
for xi, up, down in ((xi1, up1, down1), (xi2, up2, down2)):
    pair = down @ up
    hamiltonian += xi * (up.T @ up + down.T @ down)
    hamiltonian -= delta * (pair + pair.T)
levels, states = np.linalg.eigh(hamiltonian)
e1, e2 = np.hypot(xi1, delta), np.hypot(xi2, delta)
one_pair_levels = np.array([0, e1, e1, 2 * e1])
other_levels = np.array([0, e2, e2, 2 * e2])
expected = np.sort(np.add.outer(one_pair_levels, other_levels).ravel())
assert np.allclose(levels - levels[0], expected, atol=1e-10)

temperature = 0.6
weights = np.exp(-(levels - levels[0]) / temperature)
weights /= weights.sum()
pair_average = weights @ np.diag(states.T @ (down1 @ up1) @ states)
pair_formula = delta / (2 * e1) * np.tanh(e1 / (2 * temperature))
assert abs(pair_average - pair_formula) < 1e-10

# A current operator is odd under time reversal, hence the minus sign.
current = up2.T @ up1 - down1.T @ down2
excited = current @ states[:, 0]
strength = excited @ excited
residual = hamiltonian @ excited - (levels[0] + e1 + e2) * excited
assert np.linalg.norm(residual) < 1e-10
assert strength > 1e-3
strength_formula = 0.5 * (1 - (xi1 * xi2 + delta**2) / (e1 * e2))
assert abs(strength - strength_formula) < 1e-10


# ---- Gap equation by direct quadrature ----
def gap_integral(gap, temp, cutoff):
    def integrand(xi):
        energy = np.hypot(xi, gap)
        thermal = np.tanh(energy / (2 * KB * temp)) if temp > 0 else 1.0
        return thermal / energy
    edges = np.append(0.0, np.geomspace(0.05 * KTC, cutoff, 16))
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def solve_gap(temp, cutoff):
    target = gap_integral(0.0, TC, cutoff)
    return brentq(lambda g: gap_integral(g, temp, cutoff) - target,
                  0.05 * KTC, 4 * KTC, xtol=1e-12)


# Logarithm at Tc, and its form as a finite sum
count = 40
log_integral = gap_integral(0.0, TC, 2 * KTC * np.pi * count)
finite_sum = np.sum(1 / (np.arange(count) + 0.5))
assert abs(log_integral - finite_sum) < 1e-3
assert abs(log_integral - np.log(4 * count) - GAMMA) < 1e-6

# Gap and frequency: numerical root against closed form
wide_cutoff = 1e5 * KTC
gap_numeric = solve_gap(0.0, wide_cutoff)
gap0 = np.pi * np.exp(-GAMMA) * KTC
assert abs(gap_numeric / gap0 - 1) < 1e-7
hartree = const.physical_constants["Hartree energy"][0]
frequency_au = np.exp(-GAMMA) * const.k * TC / hartree
frequency = frequency_au * hartree / const.hbar / 1e9
assert abs(2 * gap_numeric * GHZ_PER_MEV / frequency - 1) < 1e-7
assert abs(frequency - 680) < 10

# ---- Finite cutoff and temperature of use ----
cutoff = 24.0
gap_cutoff = solve_gap(0.0, cutoff)
coupling = 1 / gap_integral(0.0, TC, cutoff)
assert abs(gap_cutoff / gap0 - 1) < 0.01
use_temp = 4.2
gap_use = solve_gap(use_temp, wide_cutoff)
assert gap_use < gap_numeric
occupation = 1 / (np.exp(gap_use / (KB * use_temp)) + 1)

# ---- Clean-crystal anisotropy: two equal groups of states ----
spread = 0.05
shape = np.array([1 - spread, 1 + spread])
target_aniso = np.mean(shape**2) * gap_integral(0.0, TC, wide_cutoff)


def anisotropic_balance(gap):
    parts = [s**2 * gap_integral(gap * s, 0.0, wide_cutoff) for s in shape]
    return np.mean(parts) - target_aniso


gap_aniso = brentq(anisotropic_balance, KTC, 3 * KTC, xtol=1e-12)
log_shift = -np.mean(shape**2 * np.log(shape)) / np.mean(shape**2)
assert abs(np.log(gap_aniso / gap0) - log_shift) < 1e-7
frequency_aniso = 2 * gap_aniso * shape[0] * GHZ_PER_MEV


# ---- Strong coupling: isotropic Eliashberg equations, one phonon ----
MU_STAR = 0.13


def eliashberg_kernels(thermal_energy, number, phonon):
    w = np.pi * thermal_energy * (2 * np.arange(number) + 1)
    minus = phonon**2 / (phonon**2 + np.subtract.outer(w, w)**2)
    plus = phonon**2 / (phonon**2 + np.add.outer(w, w)**2)
    return w, minus, plus


def eliashberg(phonon):
    number = int(round(8 * phonon / (2 * np.pi * KTC)))
    w, minus, plus = eliashberg_kernels(KTC, number, phonon)

    def top_eigenvalue(lam):
        renormalized = w + np.pi * KTC * lam * (minus - plus).sum(axis=1)
        matrix = np.pi * KTC * (lam * (minus + plus) - 2 * MU_STAR)
        return np.linalg.eigvalsh(matrix - np.diag(renormalized))[-1]

    lam = brentq(top_eigenvalue, 0.15, 4.0, xtol=1e-11)
    # Same energy cutoff at Tc/8, where the gap has reached its T = 0 value
    cold = KTC / 8
    w, minus, plus = eliashberg_kernels(cold, 8 * number, phonon)
    pairing = np.pi * cold * (lam * (minus + plus) - 2 * MU_STAR)
    dressing = np.pi * cold * lam * (minus - plus)
    gap = np.full(w.size, gap0)
    for _ in range(1500):
        root = np.hypot(w, gap)
        z = 1 + dressing @ (w / root) / w
        new_gap = pairing @ (gap / root) / z
        change = np.max(np.abs(new_gap - gap))
        gap = new_gap
        if change < 1e-11:
            break
    assert change < 1e-11
    # The gap is smooth in w^2; the spectral edge solves gap(-y^2) = y
    edges = []
    for points in (4, 6):
        poly = BarycentricInterpolator(w[:points]**2, gap[:points])
        edges.append(brentq(lambda y: float(poly(-y**2)) - y,
                            0.5 * gap0, 2 * gap0))
    assert abs(edges[0] / edges[1] - 1) < 2e-3
    return lam, edges[1]


phonons = (13.0, 17.0, 65.0)
strong = [eliashberg(p) for p in phonons]
ratios = [2 * edge / KTC for _, edge in strong]
bcs_ratio = 2 * gap0 / KTC
assert ratios[0] > ratios[1] > ratios[2]
assert abs(ratios[2] / bcs_ratio - 1) < 0.02


# ---- Output ----
def percent(value, reference):
    return 100 * (value / reference - 1)


print(f"Transition temperature: {TC:.1f} K")
print(f"Euler constant: {GAMMA:.5f}")
print(f"kB*Tc: {KTC:.4f} meV")
print(f"Delta0/(kB*Tc), closed form: {gap0 / KTC:.5f}")
print(f"Delta0/(kB*Tc), numerical root: {gap_numeric / KTC:.5f}")
print(f"2*Delta0/(kB*Tc): {bcs_ratio:.4f}")
print(f"Delta0: {gap0:.4f} meV")
print(f"Pair-breaking energy 2*Delta0: {2 * gap0:.4f} meV")
print(f"Pair-breaking frequency: {frequency:.1f} GHz")
print(f"Frequency per kelvin of Tc: {frequency / TC:.2f} GHz/K")
print(f"Log check, N = {count}: integral {log_integral:.5f}, "
      f"sum {finite_sum:.5f}, ln(4N)+gamma {np.log(4*count)+GAMMA:.5f}")
print(f"Rough cutoff energy: {cutoff:.0f} meV")
print(f"Coupling N0*V at this cutoff: {coupling:.3f}")
print(f"Gap change from finite cutoff: {percent(gap_cutoff, gap0):.3f} %")
print(f"Temperature of use: {use_temp:.1f} K")
print(f"Gap(T of use)/Delta0: {gap_use / gap0:.4f}")
print(f"Gap frequency at T of use: {2*gap_use*GHZ_PER_MEV:.1f} GHz")
print(f"Occupation at gap edge, T of use: {occupation:.4f}")
print(f"Assumed gap anisotropy: +/-{100 * spread:.0f} %")
print(f"Lowest edge with anisotropy: {frequency_aniso:.1f} GHz")
print(f"Edge change from anisotropy: "
      f"{percent(frequency_aniso, frequency):.1f} %")
print(f"Coulomb parameter mu*: {MU_STAR:.2f}")
for phonon, (lam, edge), ratio in zip(phonons, strong, ratios):
    print(f"Eliashberg, phonon {phonon:.0f} meV: lambda {lam:.3f}, "
          f"2*Delta0/(kB*Tc) {ratio:.3f}, "
          f"f {2 * edge * GHZ_PER_MEV:.0f} GHz, "
          f"change {percent(edge, gap0):.1f} %")
print("PASS")
```

It prints:

```
Transition temperature: 9.2 K
Euler constant: 0.57722
kB*Tc: 0.7928 meV
Delta0/(kB*Tc), closed form: 1.76388
Delta0/(kB*Tc), numerical root: 1.76388
2*Delta0/(kB*Tc): 3.5278
Delta0: 1.3984 meV
Pair-breaking energy 2*Delta0: 2.7968 meV
Pair-breaking frequency: 676.3 GHz
Frequency per kelvin of Tc: 73.51 GHz/K
Log check, N = 40: integral 5.65239, sum 5.65242, ln(4N)+gamma 5.65239
Rough cutoff energy: 24 meV
Coupling N0*V at this cutoff: 0.283
Gap change from finite cutoff: 0.085 %
Temperature of use: 4.2 K
Gap(T of use)/Delta0: 0.9715
Gap frequency at T of use: 657.0 GHz
Occupation at gap edge, T of use: 0.0229
Assumed gap anisotropy: +/-5 %
Lowest edge with anisotropy: 640.0 GHz
Edge change from anisotropy: -5.4 %
Coulomb parameter mu*: 0.13
Eliashberg, phonon 13 meV: lambda 0.902, 2*Delta0/(kB*Tc) 3.831, f 734 GHz, change 8.6 %
Eliashberg, phonon 17 meV: lambda 0.790, 2*Delta0/(kB*Tc) 3.725, f 714 GHz, change 5.6 %
Eliashberg, phonon 65 meV: lambda 0.505, 2*Delta0/(kB*Tc) 3.550, f 681 GHz, change 0.6 %
PASS
```
